# Amorphous fraction when more than m ion impacts are required

Suppose that each implanted ion damages an area of \(2\times10^{-14}\ \mathrm{cm^2}\) and that the dose is \(10^{14}\ \mathrm{cm^{-2}}\). Adding up the damaged areas gives twice the area of the wafer, which cannot be an amorphous fraction. Allowing for overlap, but letting a single impact amorphize, gives 0.86. If a second impact is needed, the fraction is 0.59. At a tenth of the dose the last two assumptions give 0.18 and 0.018, a factor of ten apart. The model below therefore counts how often each point has been hit, and compares that count with the number of hits the material is assumed to need.

## The model and its convention

Consider one depth below a surface of area \(S\), on which \(N\) ions have landed. The dose is \(\Phi=N/S\). The assumptions are these.

- The ions land independently of one another, each with uniform probability over \(S\).
- Each ion damages a track whose cross-section at the chosen depth has area \(A\). Edge effects are neglected.
- Damage persists between impacts, and amorphous material stays amorphous.
- A point is amorphous once more than \(m\) tracks have covered it.

"More than \(m\)" means at least \(m+1\). Thus \(m=0\) describes amorphization by a single impact, and \(m\) counts the overlaps needed beyond the first hit. If "at least \(m\)" impacts were required instead, the sum in (8) would stop at \(m-1\).

Let \(K(\mathbf r)\) be the number of tracks that cover the point \(\mathbf r\). The amorphous area fraction of one particular implanted surface is

\[
F=\frac1S\int_S \mathbf 1[K(\mathbf r)>m]\,d^2r, \tag{1}
\]

where the indicator \(\mathbf 1[\cdot]\) is 1 if the condition holds and 0 otherwise. \(F\) depends on where the ions happened to land. Its expectation follows by averaging under the integral, since the mean of an indicator is the probability of its condition:

\[
f_m\equiv\langle F\rangle=\frac1S\int_S P\big(K(\mathbf r)>m\big)\,d^2r=P(K>m). \tag{2}
\]

The last equality holds because uniform arrival makes the probability the same at every point. Neighbouring points are often covered by the same track, so their counts are correlated. This affects the scatter of \(F\) but not its mean, because the mean of a sum needs no independence.

## The number of hits at a point

An ion that lands at \(\mathbf R\) covers \(\mathbf r\) if \(\mathbf r-\mathbf R\) lies inside the track shape. The landing positions that satisfy this form a reflected and shifted copy of that shape, and reflection and shifting preserve area. Each ion therefore covers the point with probability \(p=A/S\), whatever the shape of the track. With \(N\) independent ions the count is binomial:

\[
P_N(k)=\binom Nk p^k(1-p)^{N-k}. \tag{3}
\]

Define the mean number of hits at a point,

\[
x=Np=A\Phi, \tag{4}
\]

and let the surface grow at fixed dose, so that \(N\to\infty\) with \(x\) fixed. Inserting \(p=x/N\) into (3) and grouping the factors gives

\[
P_N(k)=\frac{x^k}{k!}\left[\frac{N(N-1)\cdots(N-k+1)}{N^k}\right]\left(1-\frac xN\right)^{N}\left(1-\frac xN\right)^{-k}. \tag{5}
\]

For fixed \(k\) the square bracket tends to 1, the next factor to \(e^{-x}\), and the last to 1. The limit is the Poisson distribution

\[
\pi_k(x)=\frac{x^k}{k!}e^{-x}. \tag{6}
\]

The size of the correction follows from the logarithms of the three factors in (5). To order \(1/N\) they are \(-k(k-1)/2N\), \(-x-x^2/2N\) and \(kx/N\). Their sum is \(-x+[k-(k-x)^2]/2N\), and hence

\[
P_N(k)=\pi_k(x)\left\{1+\frac{k-(k-x)^2}{2N}+O(N^{-2})\right\}. \tag{7}
\]

For \(x=2\) the correction to \(\pi_0\) is \(-2\pi_0/N=-0.271/N\), and the correction to \(\pi_1\) vanishes. For \(m=1\) the binomial amorphous fraction thus exceeds the Poisson one by \(0.271/N\). The computed differences, \(2.71\times10^{-4}\) for \(N=1000\) and \(2.71\times10^{-5}\) for \(N=10\,000\), agree with this.

## The amorphous fraction

The events \(K=0,1,2,\dots\) exclude one another and their probabilities add to 1. A point is not amorphous if its count is one of \(0,1,\dots,m\). Equations (2) and (6) therefore give

\[
\boxed{\,f_m(x)=1-e^{-x}\sum_{k=0}^{m}\frac{x^k}{k!},\qquad x=A\Phi.\,} \tag{8}
\]

The expected amorphous fraction is one minus the Poisson cumulative probability through \(m\). For the smallest values of \(m\),

\[
f_0=1-e^{-x},\qquad f_1=1-(1+x)e^{-x},\qquad f_2=1-\left(1+x+\tfrac12x^2\right)e^{-x}. \tag{9}
\]

At a given dose \(f_m\) decreases as \(m\) increases, because each further required hit removes one more positive term \(\pi_m\).

## The same result from rate equations

The result can also be reached by following the implantation as it proceeds. Let \(p_k\) be the fraction of the area hit \(k\) times. When the dose rises by \(d\Phi\), a point receives a further hit with probability \(A\,d\Phi=dx\). Area leaves class \(k\) when it is hit again, and enters it from class \(k-1\):

\[
\frac{dp_0}{dx}=-p_0,\qquad \frac{dp_k}{dx}=p_{k-1}-p_k\quad(k\ge1), \tag{10}
\]

with \(p_0(0)=1\) and all other \(p_k(0)=0\). The first equation gives \(p_0=e^{-x}\). In the others, move \(p_k\) to the left and multiply by \(e^x\):

\[
\frac{d}{dx}\left(e^xp_k\right)=e^xp_{k-1}. \tag{11}
\]

If \(e^xp_{k-1}=x^{k-1}/(k-1)!\), which is true for \(k=1\), integration from zero gives \(e^xp_k=x^k/k!\). By induction every \(p_k\) equals the Poisson term (6), and (8) follows again. This form is the convenient one when further processes, such as healing, have to be added.

## How the fraction grows with dose

Differentiate (8). The derivative of \(-e^{-x}\) returns the sum with a plus sign, and the derivative of \(x^k/k!\) is \(x^{k-1}/(k-1)!\) for \(k\ge1\):

\[
\frac{df_m}{dx}=e^{-x}\left[\sum_{k=0}^{m}\frac{x^k}{k!}-\sum_{k=1}^{m}\frac{x^{k-1}}{(k-1)!}\right]=\frac{x^me^{-x}}{m!}. \tag{12}
\]

The second sum runs over the powers \(0\) to \(m-1\) and cancels all but the last term of the first. The remainder is \(\pi_m\), and this has a direct meaning: new amorphous area comes from points that have been hit \(m\) times and now receive one more hit. Since \(f_m(0)=0\),

\[
f_m(x)=\frac1{m!}\int_0^x t^me^{-t}\,dt. \tag{13}
\]

A second differentiation gives

\[
\frac{d^2f_m}{dx^2}=\frac{x^{m-1}e^{-x}}{m!}(m-x)\qquad(m\ge1). \tag{14}
\]

The curve bends upward for \(x<m\) and downward for \(x>m\). It is S-shaped, and steepest at the dose \(m/A\). For \(m=0\) the slope \(e^{-x}\) is greatest at zero dose, and there is no S.

**Low dose.** Inserting \(e^{-t}=1-t+\dots\) into (13) and integrating term by term gives

\[
f_m=\frac{x^{m+1}}{(m+1)!}-\frac{x^{m+2}}{m!\,(m+2)}+\dots \tag{15}
\]

The fraction starts as the power \(m+1\) of the dose, because \(m+1\) independent ions must cover the same point. On a double logarithmic plot the local slope is \(x f_m'/f_m\). From (12) and (15), to first order in \(x\),

\[
\frac{d\ln f_m}{d\ln x}=(m+1)\frac{1-x}{1-\frac{m+1}{m+2}x}\approx(m+1)\left(1-\frac{x}{m+2}\right). \tag{16}
\]

The slope reaches \(m+1\) in the limit of small dose, and an exponent read off at finite dose comes out lower.

**High dose.** For \(x\gg m\) the largest term in the sum of (8) is the last, so that

\[
1-f_m\approx\frac{x^m}{m!}e^{-x}. \tag{17}
\]

The next term of the sum is smaller by the factor \(m/x\), so (17) is a rough estimate at moderate dose: at \(x=4\) the true remainder is 1.25 times (17) for \(m=1\) and 1.6 times for \(m=2\). What remains crystalline has been hit too seldom by chance. The expected remainder decays as \(e^{-x}\) times a prefactor that, at these doses, grows with \(m\). It is positive at every finite dose, although a particular finite surface can become completely amorphous.

**The amorphizing dose of a point.** Let \(X\) be the value of \(x\) at which a given point turns amorphous. Then \(P(X>x)=1-f_m(x)\). Writing \(X=\int_0^\infty\mathbf 1[X>x]\,dx\) and averaging,

\[
\langle X\rangle=\int_0^\infty(1-f_m)\,dx=\sum_{k=0}^m\frac1{k!}\int_0^\infty x^ke^{-x}\,dx=m+1, \tag{18}
\]

since each integral equals \(k!\). The mean amorphizing dose is \((m+1)/A\). The probability density of \(X\) is the slope (12), so \(\langle X^2\rangle=(m+2)!/m!=(m+2)(m+1)\), and the variance is

\[
\langle X^2\rangle-\langle X\rangle^2=(m+2)(m+1)-(m+1)^2=m+1. \tag{19}
\]

The standard deviation relative to the mean is \(1/\sqrt{m+1}\). A larger \(m\) moves the transition to higher dose and makes it sharper relative to that dose.

## Tracks of unequal size

Real tracks differ from ion to ion. Take two kinds with areas \(A_1\) and \(A_2\), which make up fixed fractions \(w_1\) and \(w_2\) of the ions, with the size of a track independent of where it lands. In the limit of a large surface each kind gives a Poisson count with mean \(x_j=w_jA_j\Phi\), and the two counts are independent because they come from different ions, which land independently. The probability of \(k\) hits in total is

\[
\sum_{i=0}^k\frac{x_1^i}{i!}\frac{x_2^{k-i}}{(k-i)!}e^{-x_1-x_2}=\frac{(x_1+x_2)^k}{k!}e^{-(x_1+x_2)}, \tag{20}
\]

by the binomial theorem. This is again a Poisson distribution, with mean \((w_1A_1+w_2A_2)\Phi\). Further kinds can be added one at a time in the same way. Equation (8) therefore holds with \(A\) replaced by the mean track area, provided that every track counts as one hit whatever its size.

## A worked example

Take the round model parameters \(A=2\times10^{-14}\ \mathrm{cm^2}\) and \(\Phi=10^{14}\ \mathrm{cm^{-2}}\). Then \(x=2\), and the probabilities of zero, one and two hits are

\[
\pi_0=0.1353,\qquad \pi_1=2\,\pi_0=0.2707,\qquad \pi_2=\tfrac22\,\pi_1=0.2707.
\]

Subtracting them from 1 in turn gives

\[
f_0=1-0.1353=0.865,
\]
\[
f_1=1-0.1353-0.2707=0.594,
\]
\[
f_2=1-0.1353-0.2707-0.2707=0.323.
\]

Other doses give:

| \(\Phi\) (cm⁻²) | \(x\) | \(f_0\) | \(f_1\) | \(f_2\) |
|---|---|---|---|---|
| \(1\times10^{13}\) | 0.2 | 0.181 | 0.0175 | 0.00115 |
| \(5\times10^{13}\) | 1 | 0.632 | 0.264 | 0.080 |
| \(1\times10^{14}\) | 2 | 0.865 | 0.594 | 0.323 |
| \(2\times10^{14}\) | 4 | 0.982 | 0.908 | 0.762 |

In the first row the leading term of (15) gives 0.200, 0.0200 and 0.00133. These values are too high by about 10, 14 and 16 % of the respective fractions, and the second term of (15) has the sign that lowers them. Between the first two rows \(f_1\) grows by a factor of 15 while the dose grows by a factor of 5. The average exponent is \(\ln15/\ln5\approx1.7\), below the limiting value 2, as (16) leads one to expect. The local exponent lies below \(m+1\) by less than \(x\), so rounding it to the nearest integer gives \(m+1\) as long as \(x<0.5\). At larger doses the rounded value can be too low.

The doses for a given fraction follow by solving (8) for \(x\). For \(m=0\) this gives \(x=-\ln(1-f_0)\); for larger \(m\) the equation is solved numerically.

| \(m\) | 50 % (cm⁻²) | mean (cm⁻²) | 99 % (cm⁻²) |
|---|---|---|---|
| 0 | \(3.5\times10^{13}\) | \(5.0\times10^{13}\) | \(2.3\times10^{14}\) |
| 1 | \(8.4\times10^{13}\) | \(1.0\times10^{14}\) | \(3.3\times10^{14}\) |
| 2 | \(1.3\times10^{14}\) | \(1.5\times10^{14}\) | \(4.2\times10^{14}\) |

The 99 % dose is 6.6, 4.0 and 3.1 times the 50 % dose for \(m=0\), 1 and 2. This is the relative sharpening found in (19). In each row the mean lies above the 50 % dose, because some points wait much longer than most for their last hit.

The geometry behind (2) and (3) was tested by dropping 10 000 discs at random on a periodic square of side 100 nm and counting the discs that cover each of 10 000 grid points 1 nm apart, in 60 repetitions. For \(m=1\) the mean fraction was \(0.5944\pm0.0004\) (one standard error) with equal discs, and \(0.5935\pm0.0004\) with equal numbers of discs of 1 and 3 nm², against 0.5940 from (8). The largest deviation among the six comparisons is that for equal discs and \(m=2\), 0.3225 against 0.3233, or about two standard errors. The fraction found in a single repetition scatters about the mean with a standard deviation of 0.003 to 0.004 for \(m=1\): these 60 repetitions give 0.0032, and summing the covariance of the indicator over the grid gives 0.0037. About two thirds of the variance comes from sampling the area at grid points 1 nm apart. The continuous area fraction (1) scatters by only 0.0022, because of the random landing positions, over which (8) is an average. These values hold for a fixed number of ions; if the number landing on the square fluctuated as a Poisson variable, the scatter of (1) would be about 0.006.

## When the formula fails

**Correlated arrival.** Suppose that the ions land in coincident pairs, at the same total dose. The density of landing sites is \(\Phi/2\), and every site delivers two hits at once. For \(m=1\) one site is enough, and a point escapes only if no site covers it:

\[
f_{\rm pair}=1-e^{-x/2}=f_0(x/2). \tag{21}
\]

At \(x=2\) this is 0.632 instead of 0.594, and the simulation with paired discs gives \(0.6326\pm0.0005\). At low dose the change is larger in proportion: (21) starts as \(x/2\), whereas \(f_1\) starts as \(x^2/2\). At high dose the order is reversed. For \(x=4\), (21) gives \(f_0(2)=0.865\), below \(f_1(4)=0.908\), because pairing leaves fewer separate sites to reach the last untouched points. The mean number of hits alone does not fix the amorphous fraction; their independence matters too.

**Healing between impacts.** Let \(m=1\), and let once-hit material return to the undamaged state at a rate \(r\) per unit time. With ion flux \(\varphi\), a point is hit at the rate \(A\varphi\). Measured in units of \(x\), the healing rate is \(\rho=r/(A\varphi)\), and (10) becomes

\[
\frac{dp_0}{dx}=-p_0+\rho p_1,\qquad \frac{dp_1}{dx}=p_0-(1+\rho)p_1. \tag{22}
\]

The non-amorphous fraction is \(s=p_0+p_1\). Adding the two equations gives \(s'=-p_1\). Differentiating once more, and using \(p_0=s-p_1\),

\[
s''=-p_0+(1+\rho)p_1=-s+(2+\rho)p_1=-s-(2+\rho)s'. \tag{23}
\]

The initial conditions are \(s(0)=1\) and \(s'(0)=-p_1(0)=0\). A trial solution \(e^{\lambda x}\) requires \(\lambda^2+(2+\rho)\lambda+1=0\), so that

\[
\lambda_{1,2}=\frac{-(2+\rho)\pm\sqrt{\rho(\rho+4)}}2. \tag{24}
\]

Write \(s=c_1e^{\lambda_1x}+c_2e^{\lambda_2x}\). The initial conditions are \(c_1+c_2=1\) and \(\lambda_1c_1+\lambda_2c_2=0\), and they give

\[
f=1-s=1-\frac{\lambda_1e^{\lambda_2x}-\lambda_2e^{\lambda_1x}}{\lambda_1-\lambda_2}. \tag{25}
\]

For \(\rho\to0\) both roots tend to \(-1\). The quotient then tends to \((1+x)e^{-x}\), the solution of (23) with \(\rho=0\) and the same initial conditions, and \(f_1\) is recovered. For \(\rho\gg1\) the product of the roots is 1 and their sum is \(-(2+\rho)\), so the slow root is \(\lambda_1\approx-1/(\rho+2)\) and \(f\approx1-e^{-x/(\rho+2)}\), which tends to \(1-e^{-x/\rho}\). The last form is approached slowly: for \(\rho=10\) and \(x=10\) it gives 0.632, whereas (25) gives 0.565. Amorphization then needs a dose larger by a factor of order \(\rho\).

At \(x=2\) the fraction falls from 0.594 without healing to 0.576 for \(\rho=0.1\) and 0.456 for \(\rho=1\). The direction is general in this model: for the same sequence of impacts, healing can only take a hit away, so no point turns amorphous earlier than it would without it. At fixed \(r\), \(\rho\) is inversely proportional to the flux, so the fraction at fixed dose now depends on the dose rate. Equation (8) contains no flux. A measured dependence on dose rate at fixed dose therefore means that \(A\) or \(m\) changes with the flux, or that at least one of the assumptions behind (8) does not hold.

**Depth.** \(A\) and \(m\) belong to one depth. Where the damage per ion changes with depth, (8) must be applied at each depth with its own parameters, and the model does not supply them.

## Computed results

```
track area A = 2.0e-14 cm^2
main dose = 1.0e+14 cm^-2, mean hits x = 2.000
probability of exactly 0 hits = 0.1353
probability of exactly 1 hits = 0.2707
probability of exactly 2 hits = 0.2707
simulation: 60 runs, 10000 ions each, side 100 nm
mixed track areas = 1.0 and 3.0 nm^2
equal tracks, m=0: simulated f = 0.8650 +/- 0.0004, formula 0.8647
equal tracks, m=1: simulated f = 0.5944 +/- 0.0004, formula 0.5940
equal tracks, m=2: simulated f = 0.3225 +/- 0.0004, formula 0.3233
scatter of f in a single run, m=1 = 0.0032
mixed tracks, m=0: simulated f = 0.8647 +/- 0.0004, formula 0.8647
mixed tracks, m=1: simulated f = 0.5935 +/- 0.0004, formula 0.5940
mixed tracks, m=2: simulated f = 0.3235 +/- 0.0004, formula 0.3233
coincident pairs, m=1: simulated f = 0.6326 +/- 0.0005, pair formula 0.6321
binomial minus Poisson, m=1, N=1000: magnitude 2.71e-04
binomial minus Poisson, m=1, N=10000: magnitude 2.71e-05
mean amorphizing dose, m=0 = 5.000e+13 cm^-2
mean amorphizing dose, m=1 = 1.000e+14 cm^-2
mean amorphizing dose, m=2 = 1.500e+14 cm^-2
healing/impact rate ratio 0.1, m=1: f = 0.5765
healing/impact rate ratio 1.0, m=1: f = 0.4555
dose 1e+13 cm^-2, x=0.2: f(m=0,1,2) = 0.18127, 0.01752, 0.00115
dose 5e+13 cm^-2, x=1.0: f(m=0,1,2) = 0.63212, 0.26424, 0.08030
dose 1e+14 cm^-2, x=2.0: f(m=0,1,2) = 0.86466, 0.59399, 0.32332
dose 2e+14 cm^-2, x=4.0: f(m=0,1,2) = 0.98168, 0.90842, 0.76190
dose 5e+14 cm^-2, x=10.0: f(m=0,1,2) = 0.99995, 0.99950, 0.99723
leading low-dose term at 1e13 cm^-2, m=0,1,2 = 0.20000, 0.02000, 0.00133
m=0, f=0.50: x = 0.6931, dose = 3.466e+13 cm^-2
m=0, f=0.99: x = 4.6052, dose = 2.303e+14 cm^-2
m=1, f=0.50: x = 1.6783, dose = 8.392e+13 cm^-2
m=1, f=0.99: x = 6.6384, dose = 3.319e+14 cm^-2
m=2, f=0.50: x = 2.6741, dose = 1.337e+14 cm^-2
m=2, f=0.99: x = 8.4059, dose = 4.203e+14 cm^-2
```
